# Offset Loss between Identical Gaussian Modes in Fibre-to-Chip Coupling: test program

```python
# Result under test: two identical Gaussian modes with field exp(-r^2/w^2),
# displaced sideways by d, couple with power efficiency exp(-d^2/w^2).
# w: 1/e field radius; d: offset; k: wave number in the medium.
# Lengths are in micrometres unless a name or label says otherwise.
# Further tests cover gap, tilt, unequal spots and a real fibre mode.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0, j1, k0, k1, eval_hermite, factorial

w = 5.0
offset = 1.0
wavelength = 1.55
index = 1.45
k = 2 * np.pi * index / wavelength
gap = 10.0
tilt_deg = 0.5
tilt = np.deg2rad(tilt_deg)
chip_wx, chip_wy = 4.5, 4.0


def loss_db(efficiency):
    return -10 * np.log10(efficiency)


def law(d, radius=w):
    return np.exp(-d**2 / radius**2)


# Main law: two-dimensional quadrature of the overlap definition.
def amplitude_2d(d, radius, angle=0.6):
    axis = np.linspace(-7 * radius, 7 * radius, 401)
    x, y = np.meshgrid(axis, axis)
    first = np.exp(-(x**2 + y**2) / radius**2)
    dx, dy = d * np.cos(angle), d * np.sin(angle)
    second = np.exp(-((x - dx)**2 + (y - dy)**2) / radius**2)
    norm = np.sqrt(np.sum(first**2) * np.sum(second**2))
    return np.sum(first * second) / norm


for radius in (1.5, 5.0):
    for ratio in (0.0, 0.2, 1.0, 2.0):
        numeric = amplitude_2d(ratio * radius, radius)**2
        assert abs(numeric - law(ratio * radius, radius)) < 1e-10

amplitude = amplitude_2d(offset, w)
eta = amplitude**2
loss = loss_db(eta)
one_db_offset = brentq(lambda d: loss_db(amplitude_2d(d, w)**2) - 1, 0.1, 9)
assert abs(one_db_offset - w * np.sqrt(np.log(10) / 10)) < 1e-8
step = 1e-3
slope = (loss_db(amplitude_2d(offset + step, w)**2)
         - loss_db(amplitude_2d(offset - step, w)**2)) / (2 * step)
assert abs(slope - 20 / np.log(10) * offset / w**2) < 1e-7

# Power fractions of a displaced Gaussian in Hermite-Gauss modes.
x = np.linspace(-100, 100, 4096, endpoint=False)
h = x[1] - x[0]


def mode_powers(d, count=25):
    field = np.exp(-(x - d)**2 / w**2)
    field /= np.sqrt(np.sum(field**2) * h)
    powers = []
    for n in range(count):
        mode = eval_hermite(n, np.sqrt(2) * x / w) * np.exp(-x**2 / w**2)
        mode /= np.sqrt(np.sum(mode**2) * h)
        powers.append((np.sum(mode * field) * h)**2)
    return np.array(powers)


for d in (offset, w):
    s = d**2 / w**2
    orders = np.arange(25)
    expected = np.exp(-s) * s**orders / factorial(orders)
    assert np.allclose(mode_powers(d), expected, atol=1e-10)
    assert abs(mode_powers(d).sum() - 1) < 1e-10
powers = mode_powers(offset)


# Paraxial coupling by numerical Fourier propagation, one axis at a time.
def axis_coupling(d=0.0, z=0.0, angle=0.0, receiver=w):
    q = 2 * np.pi * np.fft.fftfreq(x.size, h)
    start = np.exp(-x**2 / w**2 + 1j * k * angle * x)
    field = np.fft.ifft(np.fft.fft(start) * np.exp(-1j * q**2 * z / (2 * k)))
    target = np.exp(-(x - d)**2 / receiver**2)
    norm = np.sum(abs(field)**2) * np.sum(target**2)
    return abs(np.sum(target * field))**2 / norm


def coupling(d, z=0.0, angle=0.0, wx=w, wy=w):
    return axis_coupling(d, z, angle, wx) * axis_coupling(0, z, 0, wy)


rayleigh = k * w**2 / 2
for z in (gap, 100.0):
    for d in (offset, 4.0):
        kappa = 1 / (1 + (z / (2 * rayleigh))**2)
        assert abs(coupling(d, z=z) - kappa * law(d)**kappa) < 1e-9
for angle in (tilt, 4 * tilt):
    formula = law(offset) * np.exp(-(k * w * angle / 2)**2)
    assert abs(coupling(offset, angle=angle) - formula) < 1e-9
for wx, wy in ((chip_wx, chip_wy), (2.0, 7.0)):
    formula = (2 * w * wx / (w**2 + wx**2) * 2 * w * wy / (w**2 + wy**2)
               * np.exp(-2 * offset**2 / (w**2 + wx**2)))
    assert abs(coupling(offset, wx=wx, wy=wy) - formula) < 1e-9
loss_gap = loss_db(coupling(offset, z=gap))
loss_tilt = loss_db(coupling(offset, angle=tilt))
loss_spot = loss_db(coupling(offset, wx=chip_wx, wy=chip_wy))
loss_all = [loss_db(coupling(offset, gap, sign * tilt, chip_wx, chip_wy))
            for sign in (1, -1)]


# Air gap between two glass-like faces: solve the boundary equations.
def air_gap_transmission(phase):
    forward, back = np.exp(1j * phase), np.exp(-1j * phase)
    # Unknowns: reflected, forward in gap, backward in gap, transmitted.
    matrix = np.array([[1, -1, -1, 0], [-index, -1, 1, 0],
                       [0, forward, back, -1],
                       [0, forward, -back, -index]], dtype=complex)
    return abs(np.linalg.solve(matrix, [-1, -index, 0, 0])[3])**2


air = np.array([air_gap_transmission(p) for p in np.linspace(0, np.pi, 181)])
assert abs(air.max() - 1) < 1e-12
assert abs(air.min() - (2 * index / (index**2 + 1))**2) < 1e-12


# Scalar power flow: weight each plane wave by the cosine of its angle.
def oblique_overlap(d):
    return quad(lambda q: q * np.exp(-q**2 * w**2 / 2)
                * np.sqrt(1 - q**2 / k**2) * j0(q * d),
                0, 12 / w, epsabs=1e-13, epsrel=1e-11)[0]


loss_oblique = loss_db((oblique_overlap(offset) / oblique_overlap(0))**2)
assert abs(loss_oblique / loss - 1) < 0.01

# Thermal drift of an unbalanced aluminium mount, rough expansion coefficient.
mount_mm, expansion = 10.0, 2.3e-5
drift = mount_mm * 1e3 * expansion
loss_drift = loss_db(amplitude_2d(offset + drift, w)**2)

# Fundamental scalar mode of a step-index fibre with rough typical core data.
core, aperture = 4.1, 0.125
V = 2 * np.pi * core * aperture / wavelength


def mode_condition(u):
    v = np.sqrt(V**2 - u**2)
    return u * j1(u) * k0(v) - v * k1(v) * j0(u)


U = brentq(mode_condition, 1e-6, V - 1e-6)
W = np.sqrt(V**2 - U**2)


def fibre_field(r):
    inside = j0(U * np.minimum(r, core) / core)
    outside = j0(U) * k0(W * np.maximum(r, core) / core) / k0(W)
    return np.where(r < core, inside, outside)


def fibre_slope(r):
    if r < core:
        return -U / core * j1(U * r / core)
    return -W / core * j0(U) / k0(W) * k1(W * r / core)


def radial_integral(function):
    return (quad(function, 0, core)[0] + quad(function, core, 80)[0])


norm_r = radial_integral(lambda r: r * float(fibre_field(r))**2)
slope_r = radial_integral(lambda r: r * fibre_slope(r)**2)
fibre_w = np.sqrt(2 * norm_r / slope_r)

axis = np.linspace(-45, 45, 901)
gx, gy = np.meshgrid(axis, axis)
fibre_norm = np.sum(fibre_field(np.hypot(gx, gy))**2)


def fibre_efficiency(d):
    left = fibre_field(np.hypot(gx + d / 2, gy))
    right = fibre_field(np.hypot(gx - d / 2, gy))
    return (np.sum(left * right) / fibre_norm)**2


# One percent allows for the grid and the next order in the offset.
small = 0.2
assert abs((1 - fibre_efficiency(small)) * fibre_w**2 / small**2 - 1) < 0.01
fibre_losses = {d: loss_db(fibre_efficiency(d)) for d in (1.0, 5.0, 15.0)}
assert fibre_losses[15.0] < loss_db(law(15.0, fibre_w))

# Cutback: the longer chip alone has the offset at one facet.
true_loss, short_cm, long_cm = 2.0, 1.0, 2.0
short_total = true_loss * short_cm + loss_db(amplitude_2d(0, w)**2)
long_total = true_loss * long_cm + loss
apparent = (long_total - short_total) / (long_cm - short_cm)

print(f"Mode radius w: {w:.1f} um")
print(f"Offset d: {offset:.1f} um")
print(f"Wavelength: {wavelength:.2f} um; gel index: {index:.2f}")
print(f"Squared ratio d^2/w^2: {offset**2 / w**2:.4f}")
print(f"Amplitude overlap: {amplitude:.5f}")
print(f"Power efficiency: {eta:.5f}")
print(f"Offset loss: {loss:.4f} dB")
print(f"Loss slope at this offset: {slope:.4f} dB/um")
print(f"Offset for 1 dB loss: {one_db_offset:.3f} um")
for d in (0.5, 2.0, 3.0, 5.0):
    value = amplitude_2d(d, w)**2
    print(f"Offset {d:.1f} um: efficiency {value:.4f}, "
          f"loss {loss_db(value):.3f} dB")
wrong = loss_db(amplitude_2d(offset, 2 * w)**2)
print(f"Wrong loss if the diameter is used as w: {wrong:.4f} dB")
print(f"Power in Hermite-Gauss mode 0: {powers[0]:.5f}")
print(f"Power in Hermite-Gauss mode 1: {powers[1]:.5f}")
print(f"Power in Hermite-Gauss mode 2: {powers[2]:.5f}")
print(f"Sum of 25 mode powers: {powers.sum():.8f}")
print(f"Cutback lengths: {short_cm:.1f} and {long_cm:.1f} cm")
print(f"Assumed propagation loss: {true_loss:.3f} dB/cm")
print(f"Apparent propagation loss: {apparent:.3f} dB/cm")
print(f"Wave number in gel: {k:.4f} rad/um")
print(f"Rayleigh length in gel: {rayleigh:.2f} um")
print(f"Total loss with offset and {gap:.0f} um gap: {loss_gap:.4f} dB")
print(f"Total loss with offset and {tilt_deg:.1f} deg tilt: "
      f"{loss_tilt:.4f} dB")
print(f"Chip spot radii: {chip_wx:.1f} and {chip_wy:.1f} um")
print(f"Total loss with offset and chip spot: {loss_spot:.4f} dB")
print(f"All three, tilt towards receiver: {loss_all[0]:.4f} dB")
print(f"All three, tilt away from receiver: {loss_all[1]:.4f} dB")
print(f"Largest reflection loss of an air gap: {loss_db(air.min()):.4f} dB")
print(f"Offset loss, oblique-wave weighting: {loss_oblique:.5f} dB")
print(f"Offset loss, Gaussian law, same digits: {loss:.5f} dB")
print(f"Mount length: {mount_mm:.0f} mm; expansion: {expansion:.1e} 1/K")
print(f"Mount drift for 1 K: {drift:.3f} um")
print(f"Offset loss after outward drift: {loss_drift:.4f} dB")
print(f"Fibre core radius: {core:.1f} um; aperture: {aperture:.3f}")
print(f"Fibre parameters V, U, W: {V:.4f}, {U:.4f}, {W:.4f}")
print(f"Fibre small-offset mode radius: {fibre_w:.3f} um")
for d, value in fibre_losses.items():
    print(f"Offset {d:.0f} um: fibre mode {value:.3f} dB, "
          f"Gaussian w=5 um {loss_db(law(d)):.3f} dB, "
          f"Gaussian fibre radius {loss_db(law(d, fibre_w)):.3f} dB")
print("every check passed")
```

Printed output:

```
Mode radius w: 5.0 um
Offset d: 1.0 um
Wavelength: 1.55 um; gel index: 1.45
Squared ratio d^2/w^2: 0.0400
Amplitude overlap: 0.98020
Power efficiency: 0.96079
Offset loss: 0.1737 dB
Loss slope at this offset: 0.3474 dB/um
Offset for 1 dB loss: 2.399 um
Offset 0.5 um: efficiency 0.9900, loss 0.043 dB
Offset 2.0 um: efficiency 0.8521, loss 0.695 dB
Offset 3.0 um: efficiency 0.6977, loss 1.563 dB
Offset 5.0 um: efficiency 0.3679, loss 4.343 dB
Wrong loss if the diameter is used as w: 0.0434 dB
Power in Hermite-Gauss mode 0: 0.96079
Power in Hermite-Gauss mode 1: 0.03843
Power in Hermite-Gauss mode 2: 0.00077
Sum of 25 mode powers: 1.00000000
Cutback lengths: 1.0 and 2.0 cm
Assumed propagation loss: 2.000 dB/cm
Apparent propagation loss: 2.174 dB/cm
Wave number in gel: 5.8778 rad/um
Rayleigh length in gel: 73.47 um
Total loss with offset and 10 um gap: 0.1930 dB
Total loss with offset and 0.5 deg tilt: 0.2451 dB
Chip spot radii: 4.5 and 4.0 um
Total loss with offset and chip spot: 0.3233 dB
All three, tilt towards receiver: 0.3953 dB
All three, tilt away from receiver: 0.4321 dB
Largest reflection loss of an air gap: 0.5863 dB
Offset loss, oblique-wave weighting: 0.17352 dB
Offset loss, Gaussian law, same digits: 0.17372 dB
Mount length: 10 mm; expansion: 2.3e-05 1/K
Mount drift for 1 K: 0.230 um
Offset loss after outward drift: 0.2628 dB
Fibre core radius: 4.1 um; aperture: 0.125
Fibre parameters V, U, W: 2.0775, 1.5537, 1.3791
Fibre small-offset mode radius: 4.930 um
Offset 1 um: fibre mode 0.178 dB, Gaussian w=5 um 0.174 dB, Gaussian fibre radius 0.179 dB
Offset 5 um: fibre mode 4.221 dB, Gaussian w=5 um 4.343 dB, Gaussian fibre radius 4.467 dB
Offset 15 um: fibre mode 27.006 dB, Gaussian w=5 um 39.087 dB, Gaussian fibre radius 40.199 dB
every check passed
```
